# Charge gap of the half-filled Hubbard chain from the Lieb-Wu equations

## Question

Electrons on a ring of $L$ sites ($L$ even) are described by

$$H=-t\sum_{j,\sigma}\left(c^\dagger_{j\sigma}c_{j+1,\sigma}+\text{h.c.}\right)+U\sum_j n_{j\uparrow}n_{j\downarrow},\qquad t>0,\ U>0 .$$

$E(N)$ is the lowest energy with $N$ electrons. The charge gap at half filling and zero temperature is

$$\Delta=\lim_{L\to\infty}\left[E(L+1)+E(L-1)-2E(L)\right].$$

Except where $t$ is written, energies are in units of $t$, and $u=U/4$. You may take as given that for $N\le L$ electrons, $M\le N/2$ of them with spin down, the lowest states have real charge momenta $k_j$ and real spin rapidities $\Lambda_\alpha$ obeying the Lieb-Wu equations

$$k_jL+\sum_{\beta=1}^{M}2\arctan\frac{\sin k_j-\Lambda_\beta}{u}=2\pi I_j ,$$

$$\sum_{j=1}^{N}2\arctan\frac{\Lambda_\alpha-\sin k_j}{u}-\sum_{\beta=1}^{M}2\arctan\frac{\Lambda_\alpha-\Lambda_\beta}{2u}=2\pi J_\alpha ,$$

with energy $E=-2\sum_j\cos k_j$. The $I_j$ are distinct and spaced by integers, and so are the $J_\alpha$. There are $L$ slots for the $I_j$ and $N-M$ slots for the $J_\alpha$. As a check of this starting point, at $U=4$ and $L=8$ these equations give $-4.603526$ for $N=8$ and $-6.672196$ for $N=6$. Direct diagonalization of $H$ gives the same figures.

## (a) Reduce the gap to the removal of electrons

**Question.** Show that $\Delta$ follows from $E(L-1)-E(L)$ alone.

**Answer.** Replace $c_{j\sigma}$ by $(-1)^jc^\dagger_{j\sigma}$. A hopping term becomes

$$c^\dagger_{j}c_{j+1}\to(-1)^{2j+1}c_{j}c^\dagger_{j+1}=c^\dagger_{j+1}c_{j},$$

so the kinetic energy is unchanged. The bond that closes the ring behaves in the same way because $L$ is even. Since $n\to1-n$, the repulsion becomes

$$U\sum_j(1-n_{j\uparrow})(1-n_{j\downarrow})=U\sum_jn_{j\uparrow}n_{j\downarrow}+U(L-N).$$

Hence $E(2L-N)=E(N)+U(L-N)$. Setting $N=L-1$ gives $E(L+1)=E(L-1)+U$, and

$$\Delta=U+2\lim_{L\to\infty}\left[E(L-1)-E(L)\right].$$

## (b) Energy of a charge hole

**Question.** Find, for large $L$, the energy cost of an empty charge slot at $k_h$ and of an empty spin slot at $\Lambda_h$.

**Answer.** Let $\rho(k)$ and $\sigma(\Lambda)$ be the densities of occupied slots per site, and define

$$a_n(x)=\frac1\pi\,\frac{nu}{(nu)^2+x^2}.$$

The derivative of $2\arctan(x/nu)$ is $2\pi a_n(x)$. Differentiate both Lieb-Wu equations, divide by $2\pi L$, and replace sums by integrals. The slot number rises by one per slot, occupied or empty, so

$$\rho(k)+\frac1L\sum_h\delta(k-k_h)=\frac1{2\pi}+\cos k\int a_1(\sin k-\Lambda)\,\sigma(\Lambda)\,d\Lambda ,$$

$$\sigma(\Lambda)+\frac1L\sum_h\delta(\Lambda-\Lambda_h)+\int a_2(\Lambda-\Lambda')\,\sigma(\Lambda')\,d\Lambda'=\int_{-\pi}^{\pi}a_1(\Lambda-\sin k)\,\rho(k)\,dk .$$

Fourier transform with $\hat f(\omega)=\int e^{i\omega\Lambda}f\,d\Lambda$, for which $\hat a_n=e^{-nu|\omega|}$. The right side of the second equation needs $\int\rho\,e^{i\omega\sin k}dk$. In it the term of $\rho$ proportional to $\cos k$ drops out: $\cos k$ times a function of $\sin k$ is the derivative of a periodic function. The constant $1/2\pi$ gives the Bessel function $J_0(\omega)$. Therefore

$$\hat\sigma=\frac{J_0(\omega)-\frac1L\sum_he^{i\omega\sin k_h}}{2\cosh u\omega}-\frac1L\sum_h\frac{e^{i\omega\Lambda_h}}{1+e^{-2u|\omega|}} .$$

The energy is $E=-2L\int\cos k\,\rho\,dk$. Inserting $\rho$,

$$E=2\sum_h\cos k_h-2L\int_{-\pi}^{\pi}\!dk\,\cos^2k\int a_1(\sin k-\Lambda)\,\sigma(\Lambda)\,d\Lambda .$$

Write the inner integral as $\frac1{2\pi}\int e^{-i\omega\sin k}e^{-u|\omega|}\hat\sigma\,d\omega$. One integration by parts gives

$$\int_{-\pi}^{\pi}\cos^2k\,e^{-i\omega\sin k}dk=\frac1\omega\int_{-\pi}^{\pi}\sin k\,\sin(\omega\sin k)\,dk=\frac{2\pi J_1(\omega)}{\omega},$$

so the second term of $E$ is $-2L\int_{-\infty}^{\infty}\frac{J_1(\omega)}{\omega}e^{-u|\omega|}\hat\sigma\,d\omega$. The minus signs of the hole terms in $\hat\sigma$ turn into positive contributions. With $e^{-u|\omega|}/(2\cosh u\omega)=1/(1+e^{2u|\omega|})$ and $2u=U/2$, each charge hole costs

$$e(k)=2\cos k+4\int_0^\infty\frac{J_1(\omega)\cos(\omega\sin k)}{\omega\,(1+e^{U\omega/2})}\,d\omega ,$$

and each spin hole costs

$$e_s(\Lambda_h)=2\int_0^\infty\frac{J_1(\omega)\cos(\omega\Lambda_h)}{\omega\cosh u\omega}\,d\omega=\frac1{2u}\int_{-\pi}^{\pi}\frac{\cos^2k}{\cosh[\pi(\Lambda_h-\sin k)/2u]}\,dk .$$

The last form follows by undoing the two Fourier transforms. It shows that $e_s>0$ and that $e_s\to0$ as $|\Lambda_h|\to\infty$.

Removing one electron leaves one charge hole. With $N=L-1$ and $M=(L-2)/2$ there are $N-2M=1$ empty spin slots. The spin hole can be placed at large $|\Lambda_h|$, where it costs nothing in the limit, so $E(L-1)-E(L)\to\min_ke(k)$. Removing a pair of opposite spins leaves two charge holes and no spin hole, so $U+E(L-2)-E(L)$ has the same limit $U+2\min_k e(k)$.

The use of smooth densities can be tested at finite $L$. For $L=256$ and $U=4$, with two holes at $k=\pm1.6618$, the Lieb-Wu equations give a cost of $0.3287$ per hole, and $e(k)$ gives $0.3287$.

## (c) The gap integral

**Question.** Show that the cheapest hole lies at $k=\pi$ and that

$$\Delta=\frac{16t^2}{U}\int_1^\infty\frac{\sqrt{x^2-1}}{\sinh(2\pi tx/U)}\,dx .$$

**Answer.** Set $c=U/2$ and $s=\sin k$, with $|s|<1$. Expand

$$\frac1{1+e^{c\omega}}=\sum_{n\ge1}(-1)^{n-1}e^{-nc\omega}.$$

The error of a partial sum is smaller than the next term, so the series may be integrated term by term. The Laplace transform of $J_0$ is $1/\sqrt{1+p^2}$. Since $J_1=-J_0'$, that of $J_1$ is $1-p/\sqrt{1+p^2}$. Integrating this from $p$ to infinity gives

$$\int_0^\infty\frac{J_1(\omega)}{\omega}e^{-p\omega}d\omega=\sqrt{1+p^2}-p\equiv g(p),\qquad \operatorname{Re}p>0 .$$

Put $p=nc+is$. The real part of $e^{-p\omega}$ then supplies the factor $\cos\omega s$, and

$$e(k)=2\cos k-4S,\qquad S=\operatorname{Re}\sum_{n\ge1}(-1)^ng(nc+is).$$

The function $\pi g(cz+is)/\sin\pi z$ has residue $(-1)^ng(nc+is)$ at $z=n$ and no other singularity for $\operatorname{Re}z>0$. Surround this half-plane anticlockwise. The large arc, drawn between integers, contributes nothing in the limit, because $g$ falls as $1/|z|$ and $1/\sin\pi z$ falls exponentially away from the real axis. What remains is the imaginary axis $z=iy$, run downwards, with a clockwise half-circle to the right of $z=0$. The half-circle gives $-\tfrac12g(is)$, whose real part is $-\tfrac12\sqrt{1-s^2}=-\tfrac12|\cos k|$. The straight part gives $\frac i2\,\mathrm{P}\!\int g(i(cy+s))/\sinh(\pi y)\,dy$, where P denotes the principal value. Taking real parts,

$$S=-\tfrac12|\cos k|-\tfrac12\,\mathrm{P}\!\int_{-\infty}^{\infty}\frac{\operatorname{Im}g(i(cy+s))}{\sinh\pi y}\,dy .$$

On the axis, approached from the right, $\operatorname{Im}g(iv)=-v$ for $|v|<1$. For $|v|>1$ the square root adds $\operatorname{sgn}(v)\sqrt{v^2-1}$.

The part $-v=-(cy+s)$ contributes $\tfrac12c\int_{-\infty}^{\infty}y/\sinh(\pi y)\,dy=c/4$, because the integral equals $\tfrac12$ and the $s$ term is odd. In the square-root part, substitute $v=cy+s$ and set $v=x$ or $v=-x$ with $x>1$:

$$S=-\tfrac12|\cos k|+\frac c4-\frac1{2c}\int_1^\infty\!\sqrt{x^2-1}\left[\frac1{\sinh\frac{\pi(x-s)}c}+\frac1{\sinh\frac{\pi(x+s)}c}\right]dx .$$

Hence, with $c=U/2$,

$$e(k)+\frac U2=2\left(\cos k+|\cos k|\right)+\frac4U\int_1^\infty\!\sqrt{x^2-1}\left[\frac1{\sinh\frac{2\pi(x-s)}U}+\frac1{\sinh\frac{2\pi(x+s)}U}\right]dx .$$

For positive $z$ the second derivative of $1/\sinh z$ is $1/\sinh z+2/\sinh^3z>0$. The integral is therefore convex in $s$. It is also even, so it is smallest at $s=0$. The first term vanishes for $\cos k\le0$ and is positive for $\cos k>0$. The minimum is thus at $k=\pi$. There the two terms in the bracket are equal, and $\Delta=U+2e(\pi)$ becomes

$$\Delta=\frac{16}U\int_1^\infty\frac{\sqrt{x^2-1}}{\sinh(2\pi x/U)}\,dx .$$

Restoring $t$ through $\Delta\to\Delta/t$ and $U\to U/t$ gives the stated formula.

## (d) Evaluation at $U=4t$

**Question.** Evaluate the gap at $U=4t$ to three significant figures, and bound the error of your series.

**Answer.** Use $1/\sinh z=2\sum_{m\ge0}e^{-(2m+1)z}$ and the integral representation of the modified Bessel function,

$$K_1(b)=b\int_1^\infty\sqrt{x^2-1}\,e^{-bx}dx .$$

All terms are positive, so sum and integral may be exchanged. With $b_m=(2m+1)2\pi t/U$,

$$\frac\Delta t=\frac{32t}U\sum_{m\ge0}\frac{K_1(b_m)}{b_m}=\frac{16}\pi\sum_{m\ge0}\frac{K_1\big((2m+1)2\pi t/U\big)}{2m+1}.$$

At $U=4t$ the arguments are $\pi/2,\,3\pi/2,\,5\pi/2,\dots$ With $K_1(\pi/2)=0.250752$ and $K_1(3\pi/2)=0.005576$,

$$\frac\Delta t=1.277071+0.009466+0.000185+\dots=1.2867 .$$

Since $e^zK_1(z)$ decreases with $z$, each term is less than $e^{-\pi}<0.05$ times the one before. The terms left out therefore add less than $10^{-5}$. To three figures, $\Delta=1.29\,t$.

Finite rings give a value that uses the Lieb-Wu equations but neither the smooth densities nor the integral. The pair-removal gap from the Lieb-Wu equations is $1.3092$, $1.2927$ and $1.2883$ for $L=64$, $128$ and $256$. The successive differences shrink by a factor of about $3.7$, close to the factor 4 of a $1/L^2$ law. Extrapolating the last two values with that law gives $1.2868$. Single removal gives $1.3193$ at $L=126$ and $1.3024$ at $L=254$. An assumed $1/L$ law takes these to $1.2858$, which is $0.001$ below the integral.

## (e) Weaker repulsion

**Question.** Does the gap close at some finite $U$? Find its behaviour for weak and for strong repulsion.

**Answer.** For every $U>0$ the integrand in (c) is positive for $x>1$, so $\Delta>0$. The gap also grows with $U$ at fixed $t$: $K_1$ is a decreasing function, and all its arguments in (d) fall as $U$ rises.

A lower bound shows how small the gap can become. Put $x=1+y$ in the representation of $K_1$:

$$K_1(z)=z\,e^{-z}\int_0^\infty\sqrt{y(2+y)}\,e^{-zy}dy>\sqrt2\,z\,e^{-z}\int_0^\infty\sqrt y\,e^{-zy}dy=\sqrt{\frac{\pi}{2z}}\,e^{-z}.$$

Keeping only $m=0$, with $z=2\pi t/U$,

$$\Delta>\frac8\pi\sqrt{tU}\;e^{-2\pi t/U}.$$

Since $\sqrt{2+y}\le\sqrt2\,(1+y/4)$, the first term exceeds this bound by at most the fraction $3/(8z)=3U/(16\pi t)$. The terms with $m\ge1$ are exponentially smaller than the first as $U\to0$. The bound therefore becomes the leading weak-repulsion law. It has no expansion in powers of $U$, and it vanishes as $U\to0$.

| $U/t$ | $\Delta/t$ | $\Delta$ / bound |
|---|---|---|
| 0.5 | $6.46\times10^{-6}$ | 1.029 |
| 1 | $5.03\times10^{-3}$ | 1.057 |
| 2 | $0.1728$ | 1.110 |
| 3 | $0.6314$ | 1.162 |
| 4 | $1.2867$ | 1.215 |

At $U=2t$ the ring extrapolation used in (d) gives $0.1746\,t$, about 1% above the integral.

For strong repulsion, return to $\Delta=U+2e(\pi)$ in the form of (b). The factor $1/(1+e^{U\omega/2})$ confines $\omega$ to values of order $1/U$, where $J_1(\omega)/\omega\approx\tfrac12$. The remaining integral is $\int_0^\infty d\omega/(1+e^{U\omega/2})=(2\ln2)/U$, so

$$\Delta\approx U-4t+\frac{8\ln2\;t^2}U .$$

The first two terms are the repulsion less the full bandwidth $4t$. At $U=8t$ the formula gives $(4+\ln2)\,t\approx4.69\,t$, against $4.68\,t$ from the integral.

## (f) Numbers for a switching material

**Question.** Take $t=0.5$ eV, $U=2.0$ eV and site spacing $a=0.4$ nm. Judge the gap against an operating temperature of 358 K, a field of 1 MV/cm, and the couplings left out of the model.

**Answer.** The gap is $1.2867\times0.5\ \text{eV}=0.643$ eV.

*Temperature.* At 358 K, $kT=0.0309$ eV, so $\Delta/2kT=10.4$. The activation factor for thermally created pairs of carriers is $e^{-\Delta/2kT}\approx3\times10^{-5}$, without its prefactor. With $t$ held fixed, the zero-temperature gap equals $kT$ at $U=1.56\,t=0.78$ eV. At $U=t$ it is 2.5 meV, far below $kT$. A positive gap at zero temperature therefore does not ensure an insulating state at the temperature of use.

*Field.* For an estimate, treat the gap edges as two bands $\pm\sqrt{(vp)^2+(\Delta/2)^2}$ with the bare band velocity $v=2ta/\hbar$. A field $F$ changes $p$ at the rate $eF$. The Landau-Zener formula then gives a tunnelling probability $e^{-F_0/F}$ per passage, with

$$F_0=\frac{\pi(\Delta/2)^2}{2t\,a\,e}=\frac{\pi\,(0.3217\ \text{eV})^2}{(1.0\ \text{eV})(0.4\ \text{nm})\,e}=0.813\ \text{V/nm}=8.1\ \text{MV/cm}.$$

At 1 MV/cm the factor is about $3\times10^{-4}$. The correlated chain need not have the bare velocity, and $F_0$ stands in an exponent, so $F_0$ is known at best to its order of magnitude, the factor at 1 MV/cm is less certain still, and neither predicts a switching field.

*Neglected couplings.* A repulsion of 0.25 eV between neighbouring sites raises the single-removal gap by 0.079 eV on a 6-site ring and by about 0.04 eV on a 10-site ring. The shift falls quickly with size, to about 0.03 eV on a 12-site ring with antiperiodic closure, so most of it is a finite-size term. An assumed $1/L$ law through the 6- and 10-site values gives $(10\times0.0395-6\times0.0794)/4\approx-0.02$ eV, a small lowering of the gap. The small-ring figures therefore give neither the sign nor the size of the shift for the infinite chain, and the extrapolated value is only an estimate. A hopping of 0.05 eV between two open 4-site chains lowers the gap of that cluster by 0.074 eV, which is about 6% of the cluster's own gap of 1.33 eV and 12% of the infinite-chain gap of 0.643 eV. The proof in (e) holds for an isolated chain. At $U=t$ the gap is twenty times smaller than this interchain hopping, and the result cannot be carried over to coupled chains.

*Relation to real materials.* The hopping and spacing are of the rough size found in copper-oxide chains. The ratio $U/t=4$ is low for them, a rough typical value being nearer 8. At $U=8t$ and the same $t$ the model gap is 2.34 eV. Real oxide switches are not isolated, rigid chains at a uniform temperature. For the interchain hopping assumed, the cluster shift above is roughly a tenth of the infinite-chain gap at $U=4t$. That shift is almost entirely first order in the interchain hopping, and the first-order value falls with chain length, from 0.075 eV for 4-site chains to 0.061 eV for 10-site chains. It gives a scale for short chains and not the shift for long coupled chains. Lattice distortion, defects and self-heating are outside the model and have not been sized here, so the figures above describe the model chain and not a measured device.

The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
inputs: t = 0.5 eV, U = 2.0 eV, a = 0.4 nm
K1(pi/2) = 0.250752, K1(3pi/2) = 0.005576
first three series terms at U=4t (t): 1.277071 0.009466 0.000185
gap at U=4t from the integral = 1.286727 t
gap at U=4t = 0.6434 eV
8-site ring, 8 electrons: Lieb-Wu E = -4.603526 t
8-site ring, 6 electrons: Lieb-Wu E = -6.672196 t
same from diagonalization = -4.603526 t, -6.672196 t
pair-removal gap, U=4t, L=64: 1.309151 t
pair-removal gap, U=4t, L=128: 1.292666 t
pair-removal gap, U=4t, L=256: 1.288254 t
pair-removal gap extrapolated, U=4t: 1.28678 t
pair-removal gap extrapolated, U=2t: 0.17461 t
single-removal gap, U=4t, L=126: 1.31928 t
single-removal gap, U=4t, L=254: 1.30242 t
single-removal gap extrapolated, U=4t: 1.2858 t
hole at k = 1.6618 rad: ring cost 0.3287 t, formula 0.3287 t
U/t, gap (t), gap (eV), gap/lower bound:
  0.3  1.1383e-09  5.6915e-10  1.0176
  0.5  6.4624e-06  3.2312e-06  1.0291
  1.0  5.0267e-03  2.5134e-03  1.0571
  1.5  5.1266e-02  2.5633e-02  1.0840
  2.0  1.7278e-01  8.6389e-02  1.1102
  3.0  6.3139e-01  3.1570e-01  1.1625
  4.0  1.2867e+00  6.4336e-01  1.2154
  8.0  4.6795e+00  2.3398e+00  1.4250
kT at 358 K = 0.03085 eV
gap/(2kT) at U=4t = 10.43
exp(-gap/2kT) at U=4t = 2.96e-05
gap equals kT at U = 1.561 t = 0.780 eV
neighbour repulsion V = 0.250 eV
gap shift by V, 6-site ring = +0.0794 eV
gap shift by V, 10-site ring = +0.0395 eV
interchain hopping = 0.050 eV
gap shift by it, two 4-site chains = -0.0744 eV
Landau-Zener test: integrated 0.4676, formula 0.4559
breakdown field scale (two-band) = 8.13 MV/cm
tunnelling factor at 1.0 MV/cm = 2.95e-04
```
